# Levinson Transistor Current and Trapped Charge at Filled Grain Boundaries, part 2

The charge trapped at the grain boundaries of an undoped polycrystalline transistor is to be found from its transfer curve. The carriers are holes of charge $+q$ and mass $m$; filled traps are positive, and the gate is negative.

The film has thickness $t$ and permittivity $\varepsilon$; the gate insulator has permittivity $\varepsilon_{\rm ox}$ and capacitance $C$ per area. The channel has width $Z$ and length $L$. Boundaries at spacing $L_g$ each hold $N$ filled traps per boundary area. The positive voltage $V$ is the gate charge per film area inside a grain, divided by $C$. Free holes begin to accumulate only near

$$V_{\rm full}=\frac{qNt}{CL_g}.\tag{2}$$

The slab model averages the potential $\phi(x)$ over the film thickness, with $x=0$ at a boundary and $\phi=0$ deep inside the grain. The gate charge acts as a fixed background of density $n=CV/(qt)$. Sharp depletion edges at $w=N/(2n)$ give the barrier $E_L=q^2N^2/(8\varepsilon n)$. With thermal tails, the barrier $E_B=q\phi(0)$ is, if several $kT$ high,

$$E_B\simeq E_L+kT .\tag{10}$$

If the insulator acts as a local capacitor, the barrier draws in extra gate charge. Without tails, this gate response gives

$$E_B=qV\left(\sqrt{1+\frac{2E_L}{qV}}-1\right)
\simeq E_L-\frac{E_L^2}{2qV}.\tag{11}$$

The example's numerical barriers omit this response unless stated. Its "thin-film limit" is a two-dimensional check with a 2 nm film and sideways spreading suppressed.

For small drain voltage $V_D$, emission at speed $v_R=\sqrt{kT/(2\pi m)}$ gives the current

$$I=Z\,(qnt)\,\frac{qv_R}{kT}\,\frac{V_DL_g}{L}\,e^{-E_B/kT}
=\mu_0C\frac{Z}{L}VV_D\,e^{-E_B/kT},\tag{14}$$

where $\mu_0=qL_gv_R/(kT)$. With $E_B=E_L$ this becomes

$$I=\mu_0C\frac{Z}{L}VV_D
\exp\left(-\frac{q^3N^2t}{8\varepsilon kTCV}\right).\tag{16}$$

With thermal tails, and $I/V$ in A/V,

$$\ln\frac{I}{V}=\ln\left(\mu_0C\frac{Z}{L}V_D\right)-1-\frac{S}{V},
\qquad S=\frac{q^3N^2t}{8\varepsilon kTC}.\tag{17}$$

The plot against $1/V$ has slope $-S$, which gives

$$q^2N^2=\frac{8\varepsilon kTCS}{qt},\qquad
qN=\sqrt{\frac{8\varepsilon kTCS}{qt}}.\tag{18}$$

### A hole channel in thin CdTe

The example takes rough material values for CdTe: relative permittivity 10, heavy-hole mass 0.6 and light-hole mass 0.1 electron masses, and a hole mobility of 80 cm²/Vs inside the grains. The other inputs are round choices: a 10 nm film, 100 nm grains, a 100 nm oxide of relative permittivity 3.9, and $N=2.00\times10^{12}$ cm⁻². The channel is 100 µm wide and 10 µm long. The temperature is 300 K, so $kT=0.02585$ eV, and $V_D=0.1$ V.

The gate capacitance is $3.453\times10^{-8}$ F/cm². At 2 V,

$$n=\frac{3.453\times10^{-8}\times2}
{1.602\times10^{-19}\times10^{-6}}
=4.31\times10^{17}\ \text{cm}^{-3}.$$

The depletion width per side is

$$w=\frac{2.00\times10^{12}}{2\times4.31\times10^{17}}
=2.32\times10^{-6}\ \text{cm}=23.2\ \text{nm}.$$

Both depleted sides fit within a 100 nm grain. With $\varepsilon=8.854\times10^{-13}$ F/cm, the sharp-edge barrier is

$$\frac{E_L}{q}=\frac{1.602\times10^{-19}(2.00\times10^{12})^2}
{8(8.854\times10^{-13})(4.31\times10^{17})}=0.210\ \text{V}.$$

At 4 V the density doubles, and both $w$ and $E_L$ halve, to 11.6 nm and 0.105 eV. The numerical barriers with thermal tails are 0.236 and 0.131 eV. Each lies about 0.026 eV above its sharp-edge value, as equation (10) predicts.

The prefactor is $\mu_0=1343$ cm²/Vs. The current at 2 V is then

$$I=1343(3.453\times10^{-8})(10)(2)(0.1)
e^{-0.2357/0.02585}=1.02\times10^{-8}\ \text{A}.$$

At 4 V it is $1.19\times10^{-6}$ A. The current rises more than a hundredfold while the induced charge doubles; the rest comes from the lower barrier.

These currents use the numerical barriers, so they are not values of equation (16) fed back into its own inverse. The end points of the plot give

$$\frac{-19.098-(-15.032)}{0.50-0.25}=-16.26\ \text{V}.$$

A least-squares line through the five points also gives $S=16.26$ V. Equation (18), with $kT/q=0.02585$ V, yields

$$qN=\left[\frac{8(8.854\times10^{-13})(0.02585)
(3.453\times10^{-8})(16.26)}{10^{-6}}\right]^{1/2}
=3.21\times10^{-7}\ \text{C/cm}^2 .$$

The trapped charge is 0.321 µC/cm², or $2.00\times10^{12}$ charges/cm². Recovery of the input within 1 per cent was a test of the extraction. It shows that thermal tails do little harm to the slope in this range. It does not test the uniform channel or the filled traps, which the currents assume.

The intercept is less useful. Its value of $-10.97$ corresponds to a prefactor of

$$\frac{e^{-10.97}}{(3.453\times10^{-8})(10)(0.1)}
\simeq500\ \text{cm}^2/\text{Vs},$$

close to $\mu_0/e=494$ cm²/Vs. Neither number is the grain mobility, which was set to 80 cm²/Vs.

### The origin of the gate voltage

Suppose the voltage used in the plot is $V'=V+s$, while the current follows equation (17) in terms of $V$. Then

$$\ln\frac{I}{V'}=\text{constant}+\ln V-\ln V'-\frac{S}{V}.$$

For fixed $s$, $dV'=dV$ and $d(1/V')=-dV/V'^2$. The local apparent slope magnitude is therefore

$$S'=V'^2\left(\frac1V-\frac1{V'}+\frac{S}{V^2}\right)
=S\left(\frac{V'}{V}\right)^2+s\frac{V'}{V}.\tag{19}$$

The last step uses $1/V-1/V'=s/(VV')$. At $V=3$ V an offset $s=0.2$ V gives $S'=18.7$ V and raises the apparent $N$ by 7 per cent. The fit over all five points gives $2.16\times10^{12}$ cm⁻², 8 per cent above the input.

The drain voltage produces a similar, smaller offset. If $V$ is counted at the source, its average along the channel is about $V-V_D/2$, so $s\simeq0.05$ V in the example. The current at 2 V is then about 20 per cent below the value given above, and the apparent $N$ rises by about 2 per cent. A smaller drain voltage reduces both errors.

The trap-filling voltage from equation (2) is 0.93 V here. If it were wrongly subtracted as a threshold, $s=-0.93$ V. At $V=3$ V equation (19) then gives

$$S'=16.26\left(\frac{2.07}{3}\right)^2-0.93\frac{2.07}{3}
=7.1\ \text{V},$$

and $N$ would appear lower by the factor $\sqrt{7.1/16.26}=0.66$. This local estimate shows why the origin of $V$ deserves an independent determination.

The flat-band voltage is not the right origin in an undoped film. Suppose the Fermi level lies 0.75 eV above the valence edge at flat band, with the traps neutral. Their level must then lie several $kT$ below the Fermi level. Traps at or above it would already hold holes; an uncharged film would then need a higher Fermi level, and the offset would be larger than estimated here. With holes accumulated at 2 V it lies only $kT\ln(N_v/n)=0.085$ eV above the edge inside a grain, where $N_v$ is the effective density of valence states. About 0.67 V of gate voltage is spent on this shift and induces almost no charge. Counting from flat band therefore means $s\simeq0.67$ V, and at $V=3$ V equation (19) raises the apparent $N$ by 24 per cent. A safer abscissa is the gate charge itself: integrate the measured gate capacitance over voltage from the uncharged state, slowly enough for the traps to follow, and divide by $C$. This gives the average of $V+\phi$ over the grain, which exceeds $V$ slightly as long as the barriers are small compared with $qV$. This holds only if the boundaries are the sole traps. Holes captured at the insulator interface or inside the grains are counted in the integrated charge as well. With the oxide of the example, $10^{11}$ cm⁻² of them act as an offset $s=0.46$ V and raise the apparent $N$ by about 19 per cent.

### Corrections that alter the slope

The gate response in equation (11) lowers the barrier by about $E_L^2/(2qV)$. That is 0.011 eV at 2 V and 0.0014 eV at 4 V. The difference, 0.0096 eV, is 9 per cent of the change in $E_L$ between the two voltages. Since $N$ follows the square root of the slope, it should fall by nearly 5 per cent. The numerical slab with gate response gives $1.90\times10^{12}$ cm⁻², in agreement.

Resistance inside the grains has a smaller effect. At 4 V the boundary-limited mobility is

$$1343\,e^{-0.1306/0.02585}=8.6\ \text{cm}^2/\text{Vs}.$$

In series with 80 cm²/Vs, the current is multiplied by $1/(1+8.6/80)=0.90$. At 2 V the barrier is higher and the reduction is only about 0.2 per cent. The high-voltage end of the plot is therefore pulled down, and the apparent $N$ falls by about 1 per cent. The loss grows as the barriers become lower or the grains less conductive.

The largest calculated model correction for this geometry comes from the two-dimensional field. The depletion width lies between 12 and 23 nm, much less than the oxide thickness, so the oxide does not act as a local capacitor for the barrier potential. An estimate compares flux through the two materials. If the barrier potential $\phi$ varies over a distance $w$, the flux along the film is of order $\varepsilon t\phi/w$. Flux spreading into the oxide over the same length is of order $\varepsilon_{\rm ox}\phi$. Their ratio is

$$\frac{\varepsilon_{\rm ox}w}{\varepsilon t}
=\frac{3.9\times23.2}{10\times10}=0.90$$

at 2 V, and half that at 4 V. Numerical factors are uncertain, but the oxide path is plainly not negligible. Since $w$ is proportional to $N$, it matters more for denser traps.

A classical two-dimensional solution was made with the trapped charge held fixed and the field above the film omitted. Its effective barrier is defined by the ratio of the sheet hole density at the boundary to that in an unperturbed film. This barrier is 0.181 eV at 2 V and 0.108 eV at 4 V, below the slab values of 0.236 and 0.131 eV. The logarithmic plot of the resulting currents gives $1.67\times10^{12}$ cm⁻², about 17 per cent below the input. Sideways spreading and crowding of holes towards the gate are both present in this calculation. If the oxide is forced to act as a local capacitor, the apparent density is $1.93\times10^{12}$ cm⁻², so most of the shift comes from sideways spreading. Two limits apply to the 17 per cent. First, the omitted field above the film adds to it: the apparent density falls to about $1.61\times10^{12}$ cm⁻² with air above the film and to about $1.47\times10^{12}$ cm⁻² under a thick oxide overlayer. Second, $V$ here is the gate charge of the same film without traps, divided by $C$. With spreading, the hole charge at the grain centre is about 6 per cent below $CV$ at 2 V and 1 per cent below at 4 V, and a plot against that charge gives about $1.57\times10^{12}$ cm⁻².

The apparent densities above each come from a separate calculation. Their deviations should not be added, since the two-dimensional field already contains the response of the gate.

### What thickness means

Crowding towards the gate limits the meaning of $t$. The field at the insulator side of the film is

$$F_s=\frac{CV}{\varepsilon}.$$

Over a distance $kT/(qF_s)$ this field changes the hole energy by $kT$. It sets the scale of the accumulation layer:

$$t_a\sim\frac{kT}{qF_s}=\frac{\varepsilon kT}{qCV}.\tag{20}$$

Here $t_a$ is about 3 nm at 2 V and 2 nm at 4 V. These are scales, not layer widths with a sharp edge, but they are already below the film thickness of 10 nm.

For a thick film under strong accumulation it is tempting to put $t=t_a$ in $E_L$. That gives

$$E_L\sim\frac{q^3N^2}{8\varepsilon CV}\,
\frac{\varepsilon kT}{qCV}
=\frac{q^2N^2kT}{8C^2V^2}.$$

This expression varies as $1/V^2$, but it should not be used as a prediction. Field lines from the boundary also spread into the film above the layer, which the slab argument leaves out, so the argument does not fix the power of $V$. The layer need not be classical either. The values of 2 to 3 nm found above are below the thermal wavelength of the heavy holes, about 5.6 nm, so quantum confinement can set the layer thickness instead. Curvature in the $1/V$ plot can thus signal a changing channel thickness. It can also come from trap filling, grain resistance or a wrong voltage origin, so it does not identify the cause by itself.

### Corrections that mainly alter the intercept

Tunnelling raises the current appreciably without changing the slope much. For the sharp-edged parabolic barrier, the calculated enhancement with the heavy-hole mass is 1.60 at 2 V and 1.59 at 4 V. If the light-hole mass is used for the tunnelling factor of all carriers, the enhancement is 2.82 and 2.75. The apparent trap density stays within 1 per cent of the input in both cases.

The shape of the barrier explains this near constancy. Close to the boundary,

$$q\phi(x)\simeq E_L-\frac{q^2N}{2\varepsilon}|x| .$$

The sides of the peak have a slope fixed by $N$, independent of $V$. Holes that tunnel just below the peak see nearly the same barrier at every gate voltage. The argument fails if tunnelling far below the peak becomes important.

Scattering near the peak can be sized in the same way. The field there is 0.181 MV/cm at every $V$. The drift speed obtained by multiplying this field by the assumed grain mobility is 4.2 times the emission speed $v_R$. Holes must climb one side of the peak and descend the other, and both sides resist the flow. The resistance of emission is therefore only about twice that of transport within the barrier, and the current is lower than equation (14) gives by roughly a third. Since the field at the peak does not depend on $V$, this correction changes mainly the intercept.

### Filled traps, statistics and the real material

The traps must remain full while the gate is swept. At the boundary the Fermi level lies above the valence edge by

$$E_B+kT\ln\frac{N_v}{n},$$

where $N_v$ is the effective density of valence states. This distance is 0.321 eV at 2 V, and it decreases at higher gate voltage. For a single trap level 0.75 eV above the valence edge, with equal statistical weights for its two charge states, the unfilled fraction at 2 V is

$$\frac{1}{1+e^{(0.75-0.321)/0.02585}}=6\times10^{-8}.$$

A level 0.44 eV above the edge would still be 99 per cent full, since $0.321+kT\ln99=0.44$ eV. Its charge would change by about 1 per cent during the sweep, and that of levels nearer the band would change more. Then $N$ would depend on $V$, and equation (18) would not give a fixed trap density.

Boltzmann statistics is acceptable for the uniform density, but less comfortable at the insulator. At 4 V the vertical solution without traps puts the local hole density there at 0.26 of $N_v$. The effect of degeneracy on the extracted charge was not calculated. The oxide field at 4 V is 0.40 MV/cm, far below the rough breakdown scale of 10 MV/cm for good silicon dioxide.

Set beside real CdTe, the film and grains of the example are small. Absorber layers in CdTe solar cells are typically micrometres thick, with grains of roughly a micrometre. The thin film was chosen to keep the slab model within reach, and the trap density is a model input, not a measured property of CdTe. A thicker accumulated film breaks the assumption of a uniform channel most directly. If the carriers occupied an effective 10 nm but a film thickness of 50 nm were inserted in equation (18), with the measured slope held fixed, the inferred $N$ would be too small by the factor $\sqrt{10/50}=0.45$. That error exceeds the 17 per cent shift found for the two-dimensional field in the example.

Temperature offers a further check on measured data. If $N$, $C$, $\varepsilon$ and $t$ do not change, equation (17) requires $ST$ to be constant. A drift of the measured $ST$ can come from a change in one of these quantities or from another transport process. A small drift proves neither: in the example the two-dimensional field alone lowers $ST$ by about 1.4 per cent between 250 and 350 K. The check is a poor test of the voltage origin. In equation (19) only the small term $sV'/V$ fails to scale as $1/T$, and a constant offset of 0.2 V changes $ST$ by only about 0.4 per cent between 250 and 350 K. The numerical output below gives the values at the intermediate gate voltages. Where the program and its output say "overdrive", they mean this $V$, the gate charge per area divided by $C$, not the voltage above a threshold.

## Computed results

```
temperature: 300 K; kT: 25.85 meV
relative permittivity film, oxide: 10.0, 3.9
hole masses heavy, light: 0.6, 0.1 m0
film, oxide thickness: 10, 100 nm
grain size: 100 nm
channel width, length: 100, 10 um
drain voltage: 0.10 V; per boundary: 1.00 mV
gate capacitance: 0.03453 uF/cm2
input trap density: 2.000e+12 cm^-2
boundary prefactor mu0: 1343 cm2/Vs
V [V], n [cm^-3], depletion width per side [nm]:
  2.0  4.311e+17  23.20
  2.5  5.388e+17  18.56
  3.0  6.466e+17  15.47
  3.5  7.543e+17  13.26
  4.0  8.621e+17  11.60
V [V], E_L [eV], numerical E_B [eV], I [nA], ln(I/V in A/V):
  2.0  0.2099  0.2357  10.165  -19.0975
  2.5  0.1679  0.1938  64.484  -17.4731
  3.0  0.1399  0.1657  228.691  -16.3895
  3.5  0.1199  0.1457  579.225  -15.6143
  4.0  0.1049  0.1306  1185.566  -15.0316
slope of log plot: -16.261 V
intercept, ln(I/V in A/V): -10.968
recovered trap density: 2.0014e+12 cm^-2
recovered trapped charge: 0.3207 uC/cm2
Apparent trap density [cm^-2] with one effect added:
  gate feedback: 1.900e+12
  grain mobility 80 cm2/Vs: 1.979e+12
  overdrive read 0.2 V too high: 2.164e+12
  heavy-hole tunnelling: 2.001e+12
  light-hole tunnelling: 1.995e+12
  2D field and confinement: 1.668e+12
tunnel gain heavy at 2, 4 V: 1.60, 1.59
tunnel gain light at 2, 4 V: 2.82, 2.75
feedback barrier at 2, 4 V: 0.2233, 0.1286 eV
2D barrier at 2, 4 V: 0.1808, 0.1076 eV
thin-film limit barrier at the 2 V density: 0.2352 eV
interface density / valence states, 4 V: 0.258
full depletion below overdrive: 0.928 V
Fermi level above valence edge at boundary, 2 V: 0.321 eV
unfilled fraction, traps 0.75 eV deep: 6.2e-08
oxide field at 4 V: 0.40 MV/cm
peak boundary field: 0.181 MV/cm
drift speed at peak field / thermal emission speed: 4.17
```
